# Arrival Time of a Space-Charge-Limited Copper Ion Front, part 2

A planar film of thickness $L$ and permittivity $\varepsilon$ is free of charge when a constant voltage $V$ is switched on across it at $t=0$. Positive ions of charge $q$ and constant mobility $\mu$ enter at $x=0$ and drift toward the counter electrode at $x=L$. In the ideal model the supply is unlimited, so the contact field is zero, and there is no diffusion or trapping. The field $E(x,t)$ is positive toward larger $x$, its integral over the film is $V$, and the ion charge density $\rho$ obeys Gauss's law, $\varepsilon\,\partial E/\partial x=\rho$.

The mean field is $F_0=V/L$, and the transit time in a uniform field is $\tau=L^2/(\mu V)$. The total current density $J$ satisfies

$$
J(t)=\varepsilon\frac{\partial E}{\partial t}+\mu\rho E .
\tag{6}
$$

$$
J(t)=\frac{\varepsilon\mu}{2L}\,E(L,t)^2 .
\tag{8}
$$

Equation (8) also holds after arrival if the contact field stays zero and ions reaching $x=L$ leave the film. Until the leading ions arrive at time $t_1$, the uniform field $F$ ahead of them and their position $x_f$ are

$$
F(t)=\frac{F_0}{1-t/(2\tau)} .
\tag{11}
$$

$$
x_f(t)=-2L\ln\left(1-\frac{t}{2\tau}\right).
\tag{12}
$$

$$
\boxed{\,t_1=2\left(1-e^{-1/2}\right)\frac{L^2}{\mu V}\,}.
\tag{13}
$$

For a weaker supply that starts at $t=0$, with drift alone, the leading ions arrive at $t_a$, where

$$
2\left(1-e^{-1/2}\right)\tau\le t_a\le\tau .
\tag{14}
$$

Each ion keeps its label $s=F-E$. Ions with $s\le F_0$ start at $t=0$ and form a slab behind the front, with position and density

$$
x=x_f(t)-\mu st .
\tag{16}
$$

$$
\rho=\frac{\varepsilon}{\mu t}.
\tag{17}
$$

Ions with $s>F_0$ leave the contact at $t'=2\tau(1-F_0/s)$ and follow

$$
x=x_f(t)-x_f(t')-\mu s(t-t').
\tag{18}
$$

### Charge and current

The contact field is zero, so Gauss's law gives the injected charge per area as $\varepsilon F$. It starts at $\varepsilon V/L$ and has grown by $e^{1/2}$ at arrival. The current before arrival is

$$
J(t)=\frac{\varepsilon\mu V^2}{2L^3}\,
\frac1{\left(1-t/2\tau\right)^2}.
\tag{23}
$$

At $t_1$ the last denominator is $e^{-1}$, so the current has risen by the factor $e$.

The current is continuous at arrival, but its slope changes sign. Once ions reach the far side, (6) gives $\varepsilon\,dE(L,t)/dt=J-\mu\rho E(L,t)$. With fields in units of $V/L$ and times in units of $\tau$, the first term is $e/2=1.359$. The arriving density is $1/0.787$ in units of $\varepsilon V/L^2$, so the second term is $1.649/0.787=2.095$. The exit field therefore begins to fall at the rate $0.736$, and by (8) the current falls with it. The maximum is a cusp that marks $t_1$.

If ions keep leaving at $x=L$, a steady state can form. In it $J=\varepsilon\mu E\,dE/dx$, and with zero contact field this integrates to $E=\sqrt{2Jx/(\varepsilon\mu)}$. The voltage condition gives

$$
V=\sqrt{\frac{2J}{\varepsilon\mu}}\int_0^L\sqrt x\,dx
=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\,L^{3/2}
\quad\Longrightarrow\quad
J_\infty=\frac98\frac{\varepsilon\mu V^2}{L^3}.
\tag{24}
$$

The ratio of the cusp to the steady current is $(e/2)/(9/8)=1.208$. If copper instead collects at the far interface in a layer of negligible thickness, it adds nothing to the field inside the film, and drift alone still gives (24). The current departs from (24) when the collected ions spread back into the film or occupy a finite thickness. The arrival time is unaffected, because it is decided earlier.

When the assumptions hold, the cusp gives the mobility through $\mu=0.787\,L^2/(Vt_1)$. Using the uniform-field expression with the same measured time would overestimate the mobility by $1/0.787-1=27\%$.

### Calculation with moving charge sheets

A calculation that does not use the front law can start from charged sheets of strength $\sigma$ at positions $x_i$. The field rises by $\sigma/\varepsilon$ across each sheet. Integrating this staircase gives $V=E(0)L+(\sigma/\varepsilon)\sum_i(L-x_i)$, or

$$
E(0)=\frac VL-\frac\sigma\varepsilon\sum_i\left(1-\frac{x_i}{L}\right).
\tag{25}
$$

Each sheet moves in the average of the fields on its two sides. At the start of each time step, new sheets are placed at $x=0$ if they are needed to bring the contact field back to zero within half a sheet. Sheets that reach $L$ are removed.

With $\sigma=\varepsilon V/(2000L)$ and a time step of $5\times10^{-4}\tau$, the first sheet arrives at $0.78706\tau$, compared with $0.78694\tau$ from (13). The difference comes from the finite sheet strength. The leading sheet feels a field lower than $F$ by half a step, $s=F_0/4000$. By (16) it trails the ideal front by $0.787L/4000=2.0\times10^{-4}L$. At the exit speed of $1.65L/\tau$ this costs $1.2\times10^{-4}\tau$, which is the difference found.

Ion positions at $0.3\tau$ and $0.7\tau$ agree with (16) and (18) to within $1.4\times10^{-7}L$. The current has its maximum, $1.3593$ in units of $\varepsilon\mu V^2/L^3$, at $0.7870\tau$. Its average between $4\tau$ and $5\tau$ is $1.1250$ in the same units, in agreement with (24).

### Copper in a porous low-k film

Take a porous organosilicate film under bias-temperature stress, with rough typical values: thickness $100$ nm, relative permittivity $2.7$, voltage $5$ V, and temperature $473$ K, or $200\,^\circ$C. The ions are singly charged, with an assumed mobility of $10^{-14}\ \mathrm{cm^2/Vs}$. The mean field is $0.5$ MV/cm. The uniform-field transit time is

$$
\tau=\frac{(10^{-5}\ \mathrm{cm})^2}{(10^{-14}\ \mathrm{cm^2/Vs})(5\ \mathrm V)}=2000\ \mathrm s,
$$

and the front arrives at

$$
t_1=0.78694\times2000\ \mathrm s=1574\ \mathrm s\approx26\ \mathrm{min}.
$$

After $1000$ s, (12) gives $x_f=-2(100\ \mathrm{nm})\ln(0.75)=57.5$ nm. An ion in the uniform field would have travelled $50$ nm. The field ahead of the front is then $0.5/0.75=0.667$ MV/cm. At arrival it is $1.649\times0.5=0.824$ MV/cm.

The initial charge is

$$
\varepsilon F_0=2.7\,(8.854\times10^{-14}\ \mathrm{F/cm})(5\times10^5\ \mathrm{V/cm})
=0.120\ \mathrm{\mu C/cm^2}.
$$

At arrival it has grown to $0.197\ \mathrm{\mu C/cm^2}$. Since (23) starts at $\varepsilon F_0/(2\tau)$, the initial current is $0.1195\ \mathrm{\mu C/cm^2}$ divided by $4000$ s, or $29.9\ \mathrm{pA/cm^2}$. It rises to $81.2\ \mathrm{pA/cm^2}$ at the cusp. The steady value, if copper can leave the film, is $67.2\ \mathrm{pA/cm^2}$. These currents hold for drift alone with an unlimited supply. Diffusion rounds the cusp, shifts the time of the maximum and changes the size of the current. In the drift-diffusion model of the next subsection, a contact concentration of $10^{19}\ \mathrm{cm^{-3}}$ gives a maximum of about $1.60$ near $0.74\tau$ and a steady value of about $1.50$, in units of $\varepsilon\mu V^2/L^3$, against $1.36$ and $1.125$ for drift alone. At $10^{17}\ \mathrm{cm^{-3}}$ only a faint maximum remains, near $1.05\tau$. The time of this maximum is not the arrival time tabulated below. Electronic leakage adds to the ion current and must be separated before a measured current is compared with (23).

### Diffusion and finite copper supply

For dilute ions near equilibrium, the Einstein relation gives $D=\mu k_BT/q=4.08\times10^{-16}\ \mathrm{cm^2/s}$. The ratio $k_BT/(qV)$ is $0.00815$, yet diffusion is not negligible. A free packet spreads by $\sqrt{2Dt_1}=11.3$ nm during the crossing, or 11% of the film thickness. The square root turns a small energy ratio into an appreciable length.

The effect was sized by solving the drift-diffusion equations with a fixed ion concentration $n_0$ at the contact and complete removal of ions at the far side. Here arrival means the time at which the ion current into the far side reaches half its maximum. With voltage, temperature, thickness and mobility held fixed, the results are:

| $n_0$ (cm$^{-3}$) | Arrival / $\tau$ | Change from 0.787 |
|---:|---:|---:|
| $10^{19}$ | 0.664 | −16% |
| $10^{18}$ | 0.716 | −9% |
| $10^{17}$ | 0.850 | +8% |
| $10^{16}$ | 0.954 | +21% |

These values use 400 cells across the film. With 200 cells the result for the largest concentration changes by $0.0022\tau$. Its last digit is uncertain by about $0.001\tau$, and finer grids give $0.665\tau$.

The first two values lie below the bracket (14), which no choice of supply could achieve by drift alone. They therefore show the effect of diffusion on arrival as defined by half the exit current. When $k_BT/(qV)$ is reduced to one quarter at the same scaled supply $qn_0L^2/(\varepsilon V)$ as in the first row, the result moves from $0.664\tau$ to about $0.74\tau$, closer to the ideal value. The calculation does not separate the spreading of the front from the diffusion layer at the contact or the removal of ions at the far side.

The lower rows show the opposite influence. As the contact provides fewer ions, the field is distorted less and arrival comes later. The scale for this change is the ion density at the front on arrival. By (17), it is

$$
n_f=\frac{\varepsilon}{q\mu t_1}=9.5\times10^{16}\ \mathrm{cm^{-3}}.
$$

A contact concentration near this value cannot act as an unlimited reservoir. The result for $10^{17}\ \mathrm{cm^{-3}}$ lies only 8% from the ideal number, although the supply is limited and diffusion is present. That closeness does not validate the ideal model.

The mean field is itself a rough approximation at these concentrations. At $473$ K and relative permittivity $2.7$, two singly charged ions repel with an energy $k_BT$ when they are $13$ nm apart. The mean spacing $n^{-1/3}$ is about $22$ nm at $n_f$ and only $4.6$ nm at $10^{19}\ \mathrm{cm^{-3}}$. Correlations between individual ions, and their attraction to the metal contact, are therefore not negligible. The table shows what the mean-field equations give and is not a prediction for a particular copper film.

### Mobility, voltage and temperature

At high field, ion hopping is no longer linear in $E$. For jumps of length $a$ along the field, the barrier is lowered by $qaE/2$ in the forward direction and raised by the same amount backward. The difference between the two rates is proportional to $\sinh[qaE/(2k_BT)]$. Matching the speed to $\mu E$ at low field gives

$$
v=\mu E\,\frac{\sinh u}{u},\qquad u=\frac{qaE}{2k_BT}.
\tag{26}
$$

For an assumed jump length of $1$ nm and the same low-field mobility, the moving-sheet calculation gives arrival at $0.720\tau$. This is about 9% earlier than $t_1$. The transit time in a uniform field also shortens, to $0.940\tau$. Part of the change therefore has nothing to do with space charge. Formula (13) needs $qaE/(2k_BT)$ to be small up to the exit field.

The voltage in the formula is the drop inside the film, which can differ from the applied voltage because of the electrodes and interfaces. A change of $0.5$ V moves the ideal arrival to $1431$ s at $5.5$ V, or $1749$ s at $4.5$ V. The exit field is $0.16$ of a rough breakdown field of $5$ MV/cm. Immediate breakdown is thus not indicated by this comparison. It says nothing about slow damage under long stress.

Temperature has a much larger effect. Let the diffusivity be thermally activated with a rough barrier of $1$ eV, and keep the film and voltage unchanged. At $373$ K, or $100\,^\circ$C, the mobility falls to $1.77\times10^{-17}\ \mathrm{cm^2/Vs}$, and the ideal arrival takes $247$ h. The time has increased by a factor of $564$, the ratio of the two mobilities.

The sensitivity to the barrier follows from the same numbers. Since $D=\mu k_BT/q$, the diffusivity falls by $564\times473/373=715$. Its logarithm is $6.57$ for a barrier of $1$ eV. An error of $0.1$ eV therefore changes the extrapolated time by $e^{0.657}\approx1.9$, with the mobility at $473$ K held fixed. The extrapolation also assumes that the same hopping process controls both temperatures.

### Relation to real interconnects

The example represents a blanket film in a test capacitor more closely than a finished interconnect. Copper mobility in dielectrics varies by orders of magnitude with composition, porosity, moisture and temperature, so the value used here sets a scale and does not characterize a particular film. A finished interconnect can break the assumption of unlimited supply, because a barrier layer and the chemistry of the copper surface can restrict ion entry. Its field also need not be that of a planar film. Within the drift model, a weak supply that starts at once can raise the arrival time from $0.787\tau$ to at most $\tau$, a factor of $1.27$. A barrier that delays the first ions adds its own delay, which this bound does not include.

Deep traps can also invalidate the result. A trap concentration comparable with $n_f$ can hold as many ions per volume as the front carries. Captured ions remain as fixed positive charge, so both the ion supply at the front and the field differ from those derived here. The size of this change was not calculated. Formula (13) should therefore be used to extract a mobility when there is evidence that deep trapping is weak and the contact concentration is well above $n_f$, and when diffusion, nonlinear hopping and the discreteness of the ions have been shown to matter little in the same film.

Thin dielectrics require a separate check of diffusion. At fixed mean field and temperature, $V$ is proportional to $L$, so $k_BT/(qV)$ grows as $1/L$. Reducing the thickness from $100$ nm to $20$ nm at $0.5$ MV/cm raises it from $0.00815$ to $0.041$. The drift-diffusion equations are then the safer starting point, with (13) as their limit for large contact supply only when $(k_BT/q)\ln(n_0/n_f)$, the order of the potential across the diffusion layer at the contact, is also small against $V$. At fixed $k_BT/(qV)$ a richer contact moves the result away from (13): in the $100$ nm example the arrival falls to about $0.64\tau$ at $10^{20}\ \mathrm{cm^{-3}}$ and $0.63\tau$ at $10^{21}\ \mathrm{cm^{-3}}$. They share its mean-field assumption, which needs its own check in so thin a film.

Arrival of the first ions is also distinct from electrical failure. The model predicts when copper can first cross the film, but it contains no mechanism by which that copper causes breakdown. The full set of values for the example is given in the numerical output.

## Values computed for the example and the checks

```
IDEAL MODEL, scaled
t1/tau, formula: 0.78694
t1/tau, moving sheets: 0.78706
largest ion position error: 1.4e-07 L
exit field at arrival: 1.6487 V/L
current peak, sheets: 1.3593 at 0.7870 tau
current peak, formula: 1.3591 eps mu V^2/L^3
steady current, sheets: 1.1250 eps mu V^2/L^3
peak/steady current, formula: 1.2081
EXAMPLE, rough typical inputs
thickness: 100 nm
voltage: 5.0 V
relative permittivity: 2.7
temperature: 473.15 K
mobility: 1.0e-14 cm2/Vs
diffusivity from kT mu/q: 4.08e-16 cm2/s
mean field: 0.500 MV/cm
uniform-field transit time tau: 2000 s
front arrival t1: 1574 s = 26.2 min
t = 500 s: front 26.7 nm, field ahead 0.571 MV/cm
t = 1000 s: front 57.5 nm, field ahead 0.667 MV/cm
t = 1500 s: front 94.0 nm, field ahead 0.800 MV/cm
exit field at arrival: 0.824 MV/cm
charge at t=0+: 0.1195 uC/cm2
charge at arrival: 0.1971 uC/cm2
current at t=0+: 29.9 pA/cm2
current at arrival: 81.2 pA/cm2
steady current: 67.2 pA/cm2
ion density at front on arrival: 9.48e+16 cm^-3
NEGLECTED EFFECTS
kT/(qV): 0.00815
diffusion width sqrt(2 D t1): 11.3 nm
contact density 1e+19 cm^-3: half-maximum at 0.664 tau
contact density 1e+18 cm^-3: half-maximum at 0.716 tau
contact density 1e+17 cm^-3: half-maximum at 0.850 tau
contact density 1e+16 cm^-3: half-maximum at 0.954 tau
1e19 cm^-3 case in seconds: 1329 s
same scaled supply, kT/(qV) cut to 1/4: 0.737 tau
grid change, 200 to 400 cells: 0.0022 tau
hopping, jump 1.0 nm: arrival 0.720 tau
hopping, uniform-field transit: 0.940 tau
arrival with V + 0.5 V: 1431 s
arrival with V - 0.5 V: 1749 s
exit field / rough breakdown field of 5 MV/cm: 0.16
use at 373.15 K, rough barrier 1.0 eV:
  mobility 1.77e-17 cm2/Vs, arrival 247 h
```
